# Extrapolating simulated thermal conductivity to infinite length: a numerical check

```python
# Result under test: if 1/k is linear in 1/L, two simulated conductivities
# k1, k2 at lengths L1, L2 give the long-sample limit
#     K = (L2 - L1) / (L2/k2 - L1/k1).
# Symbols: k conductivity (W/mK), L reservoir distance (nm), K limit of k,
# slope = d(1/k)/d(1/L), L0 = slope*K, mfp = phonon mean free path (nm).
# Random walks test the transport model behind the line; further checks size
# the effects of flat-layer directions, a phonon spectrum, noise and quanta.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
L1, L2, L3 = 100.0, 200.0, 400.0
k1, k2 = 50.0, 75.0


def extrapolate(ka, kb):
    return (L2 - L1) / (L2 / kb - L1 / ka)


# Two-point limit, compared with a numerical straight-line fit
K = extrapolate(k1, k2)
slope = (1 / k1 - 1 / k2) / (1 / L1 - 1 / L2)
L0 = slope * K
inverse_k = np.array([1 / k1, 1 / k2])
inverse_L = np.array([1 / L1, 1 / L2])
fit_slope, fit_intercept = np.polyfit(inverse_L, inverse_k, 1)
assert abs(1 / fit_intercept - K) < 1e-8 * K
assert abs(fit_slope - slope) < 1e-8 * slope
# Halving every length must leave the limit unchanged
half_fit = np.polyfit(2 * inverse_L, inverse_k, 1)
assert abs(1 / half_fit[1] - K) < 1e-8 * K
wrong_limit = np.polyfit(inverse_L, [k1, k2], 1)[1]
assert abs(wrong_limit - K) > 0.1 * K

fraction = 0.9
L90 = L0 * fraction / (1 - fraction)
L90_root = brentq(
    lambda x: 1 / (fit_intercept + fit_slope / x) - fraction * K, 1, 1e5)
assert abs(L90_root - L90) < 1e-5 * L90
k3_line = K / (1 + L0 / L3)


# Random walk: fraction of injected phonons that reach the far reservoir
def new_directions(size, planar):
    if planar:
        return np.cos(2 * np.pi * rng.random(size))
    return np.where(rng.random(size) < 0.5, -1.0, 1.0)


def transmission(length, mfp, planar, count):
    if planar:  # thermal emission: flux weighted by the direction cosine
        cosine = np.sqrt(1 - rng.uniform(-1, 1, count) ** 2)
    else:
        cosine = np.ones(count)
    x = np.zeros(count)
    passed = 0
    while x.size:
        x = x + cosine * rng.exponential(mfp, x.size)
        passed += np.count_nonzero(x >= length)
        x = x[(x > 0) & (x < length)]
        cosine = new_directions(x.size, planar)
    return passed / count


# Bulk diffusion constant in units of speed*mfp: 1 on a line, 1/2 in a plane
walkers, flights = 200000, 50
for planar, expected in ((False, 1.0), (True, 0.5)):
    x = np.zeros(walkers)
    for _ in range(flights):
        x += new_directions(walkers, planar) * rng.exponential(1, walkers)
    assert abs(np.mean(x**2) / (2 * flights) - expected) < 0.02 * expected

# Two-stream model: ballistic flux C*v*dT/2 and bulk K = C*v*mfp
count = 3000000
mfp_line = L0 / 2
k_walk = []
for length in (L1, L2, L3):
    P = transmission(length, mfp_line, False, count)
    k_walk.append(K * length / (2 * mfp_line) * P)
    assert abs(k_walk[-1] * (1 / K + slope / length) - 1) < 0.004
K_walk = extrapolate(k_walk[0], k_walk[1])
assert abs(K_walk / K - 1) < 0.02

# Flat layer: ballistic flux C*v*dT/pi and bulk K = C*v*mfp/2
mfp_plane = 2 * L0 / np.pi
k_plane, rel_error = [], []
for length in (L1, L2):
    P = transmission(length, mfp_plane, True, count)
    k_plane.append(K * 2 * length / (np.pi * mfp_plane) * P)
    rel_error.append(np.sqrt((1 - P) / (P * count)))
K_plane = extrapolate(*k_plane)
K_plane_error = K_plane**2 / (L2 - L1) * np.hypot(
    L2 / k_plane[1] * rel_error[1], L1 / k_plane[0] * rel_error[0])
assert abs(K_plane / K - 1) < 0.05
# A long flat layer must approach the bulk value
P_long = transmission(10 * mfp_plane, mfp_plane, True, 500000)
assert 1 / 1.2 < 20 / np.pi * P_long < 1 / 1.14

# Spectrum of mean free paths: the two-point limit never exceeds the true one
for _ in range(2000):
    weights = rng.random(6)
    lengths = 10 ** rng.uniform(0, 4, 6)
    ka, kb = [np.sum(weights / (1 + lengths / L)) for L in (L1, L2)]
    assert extrapolate(ka, kb) <= weights.sum() * (1 + 1e-9)
# Two groups that reproduce both data exactly
group_L0 = np.array([50.0, 1000.0])
matrix = np.array([1 / (1 + group_L0 / L) for L in (L1, L2)])
group_K = np.linalg.solve(matrix, [k1, k2])
assert np.all(group_K > 0)
K_groups = group_K.sum()
k3_groups = np.sum(group_K / (1 + group_L0 / L3))
assert K_groups > K and k3_groups > k3_line

# Noise: first-order amplification against sampled small errors
amplification = K * np.hypot(L2 / k2, L1 / k1) / (L2 - L1)
small = 0.005
samples = extrapolate(k1 * (1 + small * rng.standard_normal(400000)),
                      k2 * (1 + small * rng.standard_normal(400000)))
sampled_amplification = samples.std() / (K * small)
assert abs(sampled_amplification / amplification - 1) < 0.02
noise = 0.05
K_low = K / (1 + amplification * noise)
K_high = K / (1 - amplification * noise)

# Quantum heat capacity of one vibration, relative to the classical kB
temperature, energy_meV = 300.0, 30.0
quantum = energy_meV * 1e-3 * const.e
y = quantum / (const.k * temperature)
heat_ratio = y**2 * np.exp(y) / np.expm1(y) ** 2


def mean_energy(T):
    levels = np.arange(400) * quantum
    boltzmann = np.exp(-levels / (const.k * T))
    return np.sum(levels * boltzmann) / np.sum(boltzmann)


step = 0.1
heat_numeric = (mean_energy(temperature + step)
                - mean_energy(temperature - step)) / (2 * step * const.k)
assert abs(heat_numeric / heat_ratio - 1) < 1e-5

print(f"Input lengths L1, L2: {L1:.0f}, {L2:.0f} nm")
print(f"Input conductivities k1, k2: {k1:.0f}, {k2:.0f} W/mK")
print(f"1/L1, 1/L2: {1/L1:.4f}, {1/L2:.4f} 1/nm")
print(f"1/k1, 1/k2: {1/k1:.6f}, {1/k2:.6f} mK/W")
print(f"L1/k1, L2/k2: {L1/k1:.4f}, {L2/k2:.4f} nm mK/W")
print(f"Slope of the line: {slope:.4f} nm mK/W")
print(f"Intercept 1/K: {1/K:.6f} mK/W")
print(f"Extrapolated conductivity K: {K:.2f} W/mK")
print(f"Length L0: {L0:.1f} nm")
print(f"Length for {100*fraction:.0f} percent of K: {L90:.0f} nm")
print(f"Wrong limit from k linear in 1/L: {wrong_limit:.1f} W/mK")
print(f"Line prediction at {L3:.0f} nm: {k3_line:.1f} W/mK")
print(f"Two-stream mean free path: {mfp_line:.1f} nm")
print(f"Phonons per random walk run: {count:d}")
for length, value in zip((L1, L2, L3), k_walk):
    print(f"Two-stream walk, k at {length:.0f} nm: {value:.2f} W/mK")
print(f"Two-stream walk, extrapolated K: {K_walk:.1f} W/mK")
print(f"Flat-layer mean free path: {mfp_plane:.1f} nm")
print(f"Flat-layer true K (input): {K:.1f} W/mK")
for length, value in zip((L1, L2), k_plane):
    print(f"Flat-layer walk, k at {length:.0f} nm: {value:.2f} W/mK")
print(f"Flat-layer walk, extrapolated K: {K_plane:.1f} W/mK")
print(f"Standard error of that K: {K_plane_error:.1f} W/mK")
print(f"Flat-layer extrapolation error: {100*(K_plane/K-1):.1f} percent")
print(f"Two-group L0 values: {group_L0[0]:.0f}, {group_L0[1]:.0f} nm")
print(f"Two-group K parts: {group_K[0]:.1f}, {group_K[1]:.1f} W/mK")
print(f"Two-group true K: {K_groups:.1f} W/mK")
print(f"Two-group k at {L3:.0f} nm: {k3_groups:.1f} W/mK")
print(f"Error amplification, formula: {amplification:.3f} (no unit)")
print(f"Error amplification, sampled: {sampled_amplification:.3f} (no unit)")
print(f"Assumed error of each datum: {100*noise:.0f} percent")
print(f"Resulting error of 1/K: {100*amplification*noise:.1f} percent")
print(f"One-sigma range of K: {K_low:.1f} to {K_high:.1f} W/mK")
print(f"Temperature: {temperature:.0f} K")
print(f"Vibration energy (rough): {energy_meV:.0f} meV")
print(f"Vibration energy over kB T: {y:.3f} (no unit)")
print(f"Quantum/classical heat capacity: {heat_ratio:.3f} (no unit)")
print("every check passed")
```

It prints:

```
Input lengths L1, L2: 100, 200 nm
Input conductivities k1, k2: 50, 75 W/mK
1/L1, 1/L2: 0.0100, 0.0050 1/nm
1/k1, 1/k2: 0.020000, 0.013333 mK/W
L1/k1, L2/k2: 2.0000, 2.6667 nm mK/W
Slope of the line: 1.3333 nm mK/W
Intercept 1/K: 0.006667 mK/W
Extrapolated conductivity K: 150.00 W/mK
Length L0: 200.0 nm
Length for 90 percent of K: 1800 nm
Wrong limit from k linear in 1/L: 100.0 W/mK
Line prediction at 400 nm: 100.0 W/mK
Two-stream mean free path: 100.0 nm
Phonons per random walk run: 3000000
Two-stream walk, k at 100 nm: 50.02 W/mK
Two-stream walk, k at 200 nm: 75.03 W/mK
Two-stream walk, k at 400 nm: 100.03 W/mK
Two-stream walk, extrapolated K: 150.1 W/mK
Flat-layer mean free path: 127.3 nm
Flat-layer true K (input): 150.0 W/mK
Flat-layer walk, k at 100 nm: 48.87 W/mK
Flat-layer walk, k at 200 nm: 73.54 W/mK
Flat-layer walk, extrapolated K: 148.6 W/mK
Standard error of that K: 0.4 W/mK
Flat-layer extrapolation error: -1.0 percent
Two-group L0 values: 50, 1000 nm
Two-group K parts: 39.5, 260.5 W/mK
Two-group true K: 300.0 W/mK
Two-group k at 400 nm: 109.5 W/mK
Error amplification, formula: 5.000 (no unit)
Error amplification, sampled: 5.009 (no unit)
Assumed error of each datum: 5 percent
Resulting error of 1/K: 25.0 percent
One-sigma range of K: 120.0 to 200.0 W/mK
Temperature: 300 K
Vibration energy (rough): 30 meV
Vibration energy over kB T: 1.160 (no unit)
Quantum/classical heat capacity: 0.895 (no unit)
every check passed
```
